# Why one precursor on one crystal has no single sticking probability

Molecules with a kinetic energy of 0.10 eV strike an empty crystal face head-on. With the crystal at 300 K, 87 of every 100 stay. With the crystal at 900 K, 20 stay. The molecule, the face and the beam are the same, and the numbers come from one model with one set of parameters. What has changed?

## The belief and its appeal

The belief is that a precursor gas and a crystal face together have a sticking probability, in the way that a molecule has a mass. It could then be measured once and used in every growth calculation.

The sticking probability $S$ is the number of molecules that become chemisorbed divided by the number that strike the surface. Chemisorbed means held by a chemical bond. If the conditions are held fixed, $S$ is reproducible, and it does depend on the molecule and the face. Under some conditions it also changes little while the surface fills. These facts make a constant attractive, but they do not make it a material property.

To see what $S$ depends on, consider a molecule that is first held weakly in a physisorbed state, a well of depth $W$ outside the surface. From there it either forms a chemical bond or escapes. If $\alpha$ is the probability of being trapped in the well and $P$ is the probability that a trapped molecule then chemisorbs,

$$S=\alpha P. \qquad (1)$$

The product assumes that a trapped molecule forgets how it arrived before its fate is decided. The incident energy and angle then enter through $\alpha$ alone. This is an approximation. A molecule that has only just been trapped may escape at one of its next impacts, and one that still carries the energy gained in the well may bond before it has cooled.

The example uses round model parameters, not those of a named material: molecular mass $m=30$ u, well depth $W=0.30$ eV, and an effective surface mass $M=150$ u, which stands for several atoms recoiling together. The reference case is an empty surface at 600 K, struck at normal incidence with 0.10 eV.

## Trapping depends on energy and angle

Let the incident energy be $E$ and the angle from the surface normal be $\varphi$. The velocity component along the normal is $\cos\varphi$ times the speed, so the normal energy is

$$E_n=E\cos^2\varphi. \qquad (2)$$

Take the surface to be flat during the collision. It then exerts no sideways force, and the parallel velocity is unchanged. The well adds $W$ to the normal energy, so the molecule hits the wall with inward speed $u$. To climb out again it needs an outward speed of at least $u_W$:

$$u=\sqrt{\frac{2(E_n+W)}{m}},\qquad u_W=\sqrt{\frac{2W}{m}}. \qquad (3)$$

At the reference energy these are 1604 and 1389 m/s. A molecule that cannot climb out may still have much parallel energy. We assume that it loses this energy to the surface before it chemisorbs or desorbs.

Represent the surface by a hard cube of mass $M$ with velocity $v$, positive outwards. The molecule's velocity before impact is $-u$. The centre-of-mass velocity is $(-mu+Mv)/(m+M)$. In an elastic collision the molecule's velocity relative to the centre of mass reverses, so its final velocity is twice the centre-of-mass velocity minus its initial velocity:

$$v'=\frac{2(-mu+Mv)}{m+M}+u=\frac{(M-m)u+2Mv}{m+M}.$$

With $\mu=m/M$ this becomes $v'=[(1-\mu)u+2v]/(1+\mu)$. The molecule is trapped if $v'<u_W$. If $v'$ is negative, it is still moving inwards and is also counted as trapped. Solving the inequality for $v$ gives

$$v<v_c=\frac{(1+\mu)u_W-(1-\mu)u}{2}. \qquad (4)$$

A cube moving outwards too fast throws the molecule back; a slow or receding one takes up its energy.

For a cube at rest, trapping requires $v_c>0$, or $(1-\mu)u<(1+\mu)u_W$. Both sides are positive, so they may be squared:

$$(1-\mu)^2(E_n+W)<(1+\mu)^2W.$$

Since $(1+\mu)^2-(1-\mu)^2=4\mu$, the condition is

$$E_n<\frac{4\mu W}{(1-\mu)^2}. \qquad (5)$$

Here $\mu=0.20$, and the limit is $0.80\times0.30/0.64=0.375$ eV.

A warm cube has a Gaussian velocity distribution $g(v)$ with mean zero and variance $\sigma^2=k_BT_s/M$, where $T_s$ is the surface temperature. Collisions occur at a rate proportional to the closing speed $u+v$. The mean closing speed is $u$, so the normalized weight is $1+v/u$. Strictly, cubes with $v<-u$ must be left out, because they outrun the molecule. In the reference case $\sigma/u=0.114$, so this tail lies almost nine standard deviations out and can be neglected. Therefore

$$\alpha=\int_{-\infty}^{v_c}\left(1+\frac vu\right)g(v)\,dv.$$

The first term gives the cumulative normal distribution $\Phi(v_c/\sigma)$. For the second, $dg/dv=-vg/\sigma^2$, so the integral of $vg$ up to $v_c$ is $-\sigma^2g(v_c)$. Thus

$$\alpha=\Phi\!\left(\frac{v_c}{\sigma}\right)-\frac{\sigma}{u\sqrt{2\pi}}\exp\!\left(-\frac{v_c^2}{2\sigma^2}\right). \qquad (6)$$

For the reference case $\sigma=182$ m/s, $v_c=192$ m/s and $\alpha=0.83$.

How does $\alpha$ respond to energy? Differentiate the integral with respect to $u$. The upper limit moves at the rate $dv_c/du=-(1-\mu)/2$, and the weight changes as well:

$$\frac{d\alpha}{du}=g(v_c)\left[-\frac{1-\mu}{2}\left(1+\frac{v_c}{u}\right)+\frac{\sigma^2}{u^2}\right].$$

From (4), $1+v_c/u=(1+\mu)(1+u_W/u)/2$. The negative term in the bracket therefore has magnitude $(1-\mu^2)(1+u_W/u)/4$, which exceeds 0.24 here. The positive term is only 0.013 in the reference case and shrinks as $u$ grows. Faster molecules are trapped less often.

At 600 K on the empty surface, raising the energy at normal incidence from 0.05 to 0.80 eV lowers $\alpha$ from 0.88 to 0.09. The second factor stays at $P=0.476$, a value derived below, so $S$ falls from 0.418 to 0.043. The limit (5) does not appear as a step, because thermal motion makes some cubes recede and others advance. At $v_c=0$, equation (6) gives $\alpha=1/2-\sigma/(u\sqrt{2\pi})$, a little below one half, because advancing cubes are struck more often than receding ones.

Tilting the beam lowers $E_n$ and so raises $S$. At $E=0.40$ eV, $S$ is 0.206 at normal incidence. At $60^\circ$, $E_n=0.40\times0.25=0.10$ eV and $S=0.394$, the value for a head-on beam of 0.10 eV. A rough surface mixes parallel and normal motion, and (2) then ceases to control trapping.

A higher $S$ need not mean faster deposition. A tilted beam spreads over a larger area, so its flux on the surface is multiplied by $\cos\varphi$. At $60^\circ$ the adsorption rate is proportional to $0.394\times0.5=0.197$, slightly less than the 0.206 at normal incidence. At $45^\circ$, where $E_n=0.20$ eV, it is proportional to $0.3357\times0.7071=0.237$, which is more. The outcome depends on whether $S$ rises faster than $\cos\varphi$ falls.

## The fate of a trapped molecule depends on coverage

Let $\theta$ be the fraction of sites already filled, with one site needed per molecule. A physisorbed molecule above an empty site chemisorbs at rate $k_a$. Above any site, empty or filled, it desorbs at rate $k_d$. Suppose that it hops so quickly that it samples a representative set of sites before either event. Its average chemisorption rate is then $k_a(1-\theta)$.

The probability that it is still physisorbed after time $t$ is $\exp\{-[k_a(1-\theta)+k_d]t\}$. Multiplying by the chemisorption rate and integrating over all times gives

$$P=\frac{k_a(1-\theta)}{k_a(1-\theta)+k_d}=\frac{1-\theta}{1-\theta+r},\qquad r=\frac{k_d}{k_a}. \qquad (7)$$

This treatment assumes that physisorbed molecules are too sparse to obstruct one another and that the coverage hardly changes during one molecule's stay.

Without hopping, the molecule must land above an empty site, with probability $1-\theta$, and then chemisorb before desorbing, with probability $1/(1+r)$:

$$P_{\text{no hop}}=\frac{1-\theta}{1+r}. \qquad (8)$$

The difference can be seen on a square lattice of $30\times30$ sites with periodic edges, half of them filled at random. Each site has an unknown chemisorption probability for a molecule starting there, linked by hops to those of its four neighbours. Solving these linear equations at 600 K, with a total hopping rate $10^4$ times $k_a+k_d$, and averaging over starting sites gives $P=0.313$, in agreement with (7). This rate was chosen to reach the fast-hopping limit, not to represent a real surface. With hopping switched off the result is 0.238. Hopping gives a molecule that lands above a filled site further chances. If filled sites form islands too wide to cross during the physisorbed lifetime, (7) overstates this benefit.

Equation (7) also explains the appeal of a constant. Here and in the exposure below, take $\alpha$ to be the same above filled and empty sites; a light adsorbed layer, with $\mu$ nearer one, would trap more efficiently and keep $S$ higher as the surface fills. Then divide (7) by its value at zero coverage, $1/(1+r)$:

$$\frac{S(\theta)}{S(0)}=\frac{(1-\theta)(1+r)}{1-\theta+r}. \qquad (9)$$

If $r\ll1$, this ratio stays near one until the empty fraction $1-\theta$ has shrunk to a size comparable with $r$. If $r\gg1$, it approaches $1-\theta$, and sticking falls in proportion to the empty area.

In the example $r=0.060$ at 300 K, and a half-filled surface still has 95% of its initial sticking probability. Someone who measured only there could easily report a constant. At 900 K, $r=2.89$ and the same ratio is 57%. Even at 300 K the plateau must end, since (7) vanishes on a full surface.

## Surface temperature can act in either direction

Let $E_a$ be the barrier to chemisorption, measured from the bottom of the physisorption well. Desorption must overcome $W$. If both rates follow the Arrhenius law with temperature-independent prefactors, whose ratio for desorption to chemisorption is $R$, then

$$r=R\exp\!\left(-\frac{W-E_a}{k_BT_s}\right),\qquad \frac{d\ln r}{dT_s}=\frac{W-E_a}{k_BT_s^2}. \qquad (10)$$

By (7), $P$ falls when $r$ rises. If $E_a<W$, heating favours desorption and lowers $P$. If $E_a>W$, heating favours chemisorption and raises $P$.

The example has $E_a=0.15$ eV and $R=20$. This barrier is below the 0.40 eV of normal energy with which the reference molecule hits the wall. The model neglects chemisorption during these first hot impacts, an omission that matters most at high beam energy, where few molecules are trapped. At 600 K, $k_BT_s=0.0517$ eV, so

$$r=20\exp(-0.15/0.0517)=1.10,$$

$$P=\frac{1}{1+1.10}=0.476,\qquad S=0.8275\times0.476=0.394.$$

The opening question can now be answered. Between 300 and 900 K, $\alpha$ falls from 0.92 to 0.77. Over the same range $r$ rises from 0.060 to 2.89, so $P=1/(1+r)$ falls from 0.94 to 0.26. The product falls from 0.87 to 0.20. Most of the loss occurs after trapping: the hot surface still catches most molecules, but it releases most of these before they bond. At 900 K the barrier $E_a$ is only about $2k_BT_s$, so Arrhenius rates are rough there, and the numbers illustrate the trend rather than predict a value.

Now change one parameter, setting $E_a=0.45$ eV. The top of the barrier lies 0.15 eV above the energy of a molecule at rest far from the surface, instead of 0.15 eV below it. On the empty surface $S$ now rises with temperature, from $1.4\times10^{-4}$ at 300 K to $5.5\times10^{-3}$ at 900 K. Trapping at 0.10 eV still becomes less likely, but the growth of $P$ outweighs it. Well above the limit (5), heating would raise $\alpha$ instead, because only receding cubes can trap there. "Hot surfaces stick less" is therefore no more a general law than "sticking is constant".

The low-temperature limit needs care. For $E_a<W$, (10) gives $r\to0$, so $P\to1$ on any surface that is not full. But (7) assumes that hopping is much faster than chemisorption; where it is not, $P$ on a partly filled surface can lie well below (7). The limit itself asks for less: a molecule above a filled site must reach an empty one before it desorbs. If hopping too follows the Arrhenius law, sufficient cooling ensures this when the hopping barrier is lower than $W$. Physisorbed molecules also live longer in the cold, however, so they may accumulate and obstruct one another. Equation (7) can then fail before the limit is reached.

## What a constant costs in an exposure

Suppose that chemisorbed molecules stay and that nothing frees their sites. Let $x$ be the number of incident molecules per adsorption site since the exposure began. Each incident molecule adds on average $S$ filled sites, so

$$\frac{d\theta}{dx}=\alpha\,\frac{1-\theta}{1-\theta+r}.$$

Separating the variables gives $\alpha\,dx=[1+r/(1-\theta)]\,d\theta$. The integral of $1/(1-\theta)$ from zero is $-\ln(1-\theta)$, and hence

$$x=\frac{\theta-r\ln(1-\theta)}{\alpha}. \qquad (11)$$

For 90% coverage in the reference conditions,

$$x=\frac{0.90+1.099\times2.303}{0.8275}=4.15.$$

Using the initial value $S=0.394$ throughout would give $0.90/0.394=2.28$ incident molecules per site, 45% below the result of (11). If the exposure were stopped there, solving (11) numerically for $\theta$ gives a coverage of 0.67, not 0.90. The initial sticking probability was correct; the error was to keep using it.

During continuous growth, reactions and product desorption can free sites again. Equation (11) then no longer applies, but $S$ still depends on the coverage that this balance maintains.

## A thermal gas hides the variation without removing it

A reactor gas has a spread of energies and angles. The flux of molecules with normal speed $v_n$ is proportional to $v_n\exp(-mv_n^2/2k_BT_g)\,dv_n$, where $T_g$ is the gas temperature. The factor $v_n$ appears because faster molecules reach the surface more often. Since $dE_n=mv_n\,dv_n$, the normalized distribution of normal energy in the flux is

$$f(E_n)=\frac{1}{k_BT_g}\exp\!\left(-\frac{E_n}{k_BT_g}\right). \qquad (12)$$

Averaging (6) over this distribution by numerical integration, with the empty surface held at 600 K, gives $S=0.428$ for gas at 300 K and 0.402 for gas at 900 K. The change is only 6% of the first value. The mean normal energy in (12) is $k_BT_g$, which is 0.078 eV even at 900 K, far below the 0.375 eV at which a resting cube stops trapping. Most molecules therefore arrive where $\alpha$ is large. The change is small because the energy range is low and narrow, not because of the averaging: a beam raised from 0.05 to 0.10 eV likewise lowers $S$ only from 0.418 to 0.394. A thermal experiment could easily miss an energy dependence that a beam reaching several tenths of an eV reveals.

## A direct channel reverses the energy and angle trends

Some molecules may chemisorb on impact, without being trapped first. Treat this as a separate case, with a barrier of height $V$ in front of the surface that depends only on distance from it. The parallel velocity is again conserved, so a classical molecule crosses if

$$E\cos^2\varphi>V. \qquad (13)$$

Assume that every molecule that crosses onto an empty site sticks. More energy now helps and tilting the beam hurts, the opposite of trapping. With $V=0.40$ eV and $E=0.50$ eV, the condition is $\cos^2\varphi>0.80$, and sticking stops beyond $26.6^\circ$. Tunnelling, or a barrier that varies along the surface, would blur this edge.

For a thermal gas on an empty surface, integrating (12) from $V$ upwards gives

$$S=\exp\!\left(-\frac{V}{k_BT_g}\right). \qquad (14)$$

This is $1.9\times10^{-7}$ at 300 K and $5.8\times10^{-3}$ at 900 K. Gas temperature, which mattered little for trapping, now changes $S$ by a factor of about 30,000. In this simple channel the surface temperature does not enter at all.

What belongs to the molecule and the crystal face in these models is the set of masses, well depth, barriers and prefactors. The sticking probability is what they produce under stated conditions. A quoted value needs its coverage, surface temperature, and either the beam energy and angle or the gas temperature. To carry it to other conditions, one must also know which channel is at work.
